Landauer Transmission in PAW: Why Lead Couplings Need e S − H~, part 2

The question is whether the projector augmented-wave (PAW) matrices give the same transmission as the all-electron one-electron Hamiltonian H, whose overlap is the identity. Hartree atomic units are used (ħ = 1).

The map ψ = Tψ~ takes smooth to all-electron functions:

T = 1 + Σ_i |Δ_i⟩⟨p_i|, Δ_i = φ_i − φ~_i.

The all-electron and smooth partial waves φ_i and φ~_i agree outside an augmentation sphere; the projectors p_i are confined to it, with ⟨p_i|φ~_j⟩ = δ_ij. Different spheres do not overlap. T is invertible if the matrix ⟨p_i|φ_j⟩ is nonsingular for each atom. With

H~ = T†HT, S = T†T, K~ = eS − H~ = T†(e − H)T,

K~ψ~ = 0 if and only if (e − H)ψ = 0.

For any Hermitian H and positive S, with K = eS − H and Kc = 0, the flux is J = −i c†(Kχc). The step operator χ is 0 far to the left and 1 far to the right; local changes of it have no effect. Across a sharp cut between left (l) and right (r), J = 2 Im(c_l†K_lr c_r). For leads X = L, R and centre C, with K_LR = 0, the sum of transmission probabilities is

τ(e) = Tr[Γ_L G Γ_R G†],
G = (K_CC − Σ_L − Σ_R)⁻¹, Σ_X = K_CX g_X K_XC,
g_X = (K_XX)⁻¹, Γ_X = i(Σ_X − Σ_X†),

where e means e + i0.

The perfect wire of the first half has one orbital per cell, h0 = ⟨n|H|n⟩, h1 = ⟨n|H|n+1⟩, s1 = ⟨n|n+1⟩, and Bloch phase θ per cell. The correct coupling K1 = e s1 − h1 gives transmission 1. Connecting centre and leads by −h1 instead gives, with λ = (h1/K1)²,

τ' = λ² sin²θ / [(1 − λ)² cos²θ + λ² sin²θ],

which can go from 1 to 0 when only the energy zero moves. The closing listing also cites a two-channel lead with one scattering cell, used to test the trace formula.

### The same flux, even through a sphere

Equal energies are not enough; transmission is a ratio of fluxes. Choose a step χ for the smooth functions and insert the definition of K~:

J~ = −i⟨ψ~|K~χψ~⟩ = −i⟨ψ|(e − H)Tχψ~⟩ = −i⟨ψ|(e − H)χ'ψ⟩,

where χ' = TχT⁻¹. This differs from χ by

χ' − χ = (Tχ − χT)T⁻¹ = [T,χ]T⁻¹.

If χ is a sharp cut between spheres, it commutes with T and the difference is zero. If it cuts a sphere, the commutator is confined to that sphere. In both cases χ' is again a step operator up to a local change, and such a change does not affect the flux. Thus

J~ = J.

It does not matter that χ' may fail to be Hermitian, because Hermiticity of the step was not used in showing that local changes drop out.

In a periodic lead T commutes with translation by one cell, provided that equivalent atoms have the same partial waves and projectors. It therefore takes a smooth Bloch wave to an all-electron Bloch wave with the same θ and the same e. The flux is preserved, so right-movers become right-movers. The norm is preserved as well:

⟨ψ~|S|ψ~⟩ = ⟨Tψ~|Tψ~⟩ = ⟨ψ|ψ⟩.

A decaying wave acquires the same factor from cell to cell before and after mapping, and so remains a decaying wave.

Take now a smooth scattering state. Deep in the left lead it is an incoming wave plus reflected waves with amplitudes r_m; deep in the right lead it is a sum of transmitted waves with amplitudes t_m. Apply T. Every Bloch wave goes to its all-electron partner, while the numbers r_m and t_m stay where they are. The fluxes multiplying |t_m|² are also unchanged. Each transmission probability is therefore equal to its all-electron value.

Apply the trace formula to the pair (H~, S). It gives the sum of these probabilities, so

Tr[Γ_L G Γ_R G†] computed from K~ = all-electron transmission.

This completes the proof for energies at which the scattering problem is regular. At a band edge a group velocity vanishes and channels cannot be flux-normalized. An energy with a bound state of the isolated lead, or a bound state decoupled from the leads, must be approached as a limit. The centre must also be large enough that K~_LR = 0: both S_LR and H~_LR have to vanish.

### Orbitals and approximate PAW matrices

On a finite set of smooth orbitals b~_i, the matrix elements are

⟨b~_i|K~|b~_j⟩ = ⟨Tb~_i|(e − H)|Tb~_j⟩.

They describe the all-electron Hamiltonian in the space spanned by the functions Tb~_i. The trace then equals the transmission of this projected problem. It equals that of the unrestricted H only as far as the orbitals represent its scattering states. Here S_CX is generally nonzero even if the cut avoids all spheres, because orbital tails cross the cut. The perfect wire of the first half is the smallest example.

A second condition concerns the PAW expressions themselves. For a local operator A the usual form, with i and j on the same atom and the matrix elements in parentheses taken inside its sphere, is

A_std = A + Σ_ij |p_i⟩(⟨φ_i|A|φ_j⟩ − ⟨φ~_i|A|φ~_j⟩)⟨p_j|.

Compare it with the full transform

T†AT = A + Σ_i |p_i⟩⟨Δ_i|A + Σ_i A|Δ_i⟩⟨p_i| + Σ_ij |p_i⟩⟨Δ_i|A|Δ_j⟩⟨p_j|.

Put φ_i = φ~_i + Δ_i into A_std. Its parentheses become ⟨Δ_i|A|Δ_j⟩ + ⟨Δ_i|A|φ~_j⟩ + ⟨φ~_i|A|Δ_j⟩. With Q = Σ_j |φ~_j⟩⟨p_j|, where each φ~_j is used only inside its own sphere, subtraction gives

T†AT − A_std = Σ_i |p_i⟩⟨Δ_i|A(1 − Q) + (1 − Q†)Σ_i A|Δ_i⟩⟨p_i|.

For A = 1 this is the error in S; for A = H, with H local, it is the error in H~. In a matrix element between two smooth functions it vanishes if both obey Qψ~ = ψ~ inside each sphere, meaning that the smooth partial waves are complete there for both. It is not enough that the scattering state alone obeys this. Acting on that state, the first term vanishes but the second, (1 − Q†)Σ_i A|Δ_i⟩⟨p_i|ψ~⟩ with A = e − H, in general remains, so the state need not solve the equation built from the usual matrices. Replacing the potential inside a sphere by a smoother one adds a term of the form B − Q†BQ, which vanishes under the same condition. With incomplete partial waves, the equality proved above holds for the full transforms, while the usual matrices carry a completeness error. In the grid chain below, the usual matrices for A = 1 and A = H give transmissions of 0.695, 0.950 and 0.753 at 0.25, 1.00 and 1.30 hartree, against the all-electron values 0.708, 0.961 and 0.969. Taking the partial waves at the scattering energy makes Qψ~ = ψ~ hold for the scattering state, yet at 0.25 hartree the usual matrices then give 0.403. These sizes belong to this model, with two partial waves per atom, simple projectors and an unsmoothed potential; they are not estimates for PAW datasets in practical use.

### Why H~ alone cannot be the coupling

The elimination of the leads has already fixed the coupling as K~_CX = eS_CX − H~_CX. The error caused by leaving out its first term can be written down. Since −H~_CX = K~_CX − eS_CX, the self-energy becomes

Σ'_X = Σ_X − e(S_CX g_X K~_XC + K~_CX g_X S_XC) + e² S_CX g_X S_XC.

Every added term contains the overlap across the cut, and each contains e. Hence H~ alone is harmless if S_CX = 0, or if e = 0 on the scale in use.

The second exception shows the defect. Add a constant v to the all-electron Hamiltonian and to the energy. The transforms obey

H~ → T†(H + v)T = H~ + vS, e → e + v,
K~ → (e + v)S − H~ − vS = K~.

The physical problem and the correct matrix are unchanged. The H~-only coupling, however, changes from −H~_CX to −H~_CX − vS_CX. If S_CX ≠ 0, it depends on an arbitrary constant. The wire showed that this dependence reaches the transmission and can take it from 1 to 0. A rule that assigns different transmissions to the same system cannot be generally valid. It may still give the correct value in special cases, as the wire also showed.

### An all-electron chain on a grid

For a case in which the augmentation spheres themselves produce the overlap, take a one-dimensional chain of Gaussian wells, 4.0 bohr apart and 0.4 bohr in width parameter w:

v(x) = −Σ_a D_a exp[−(x − x_a)²/(2w²)].

The depth D_a is 4.0 hartree for the lead atoms and 2.5 hartree for one defect atom. The second derivative is replaced by the three-point difference with step h = 0.1 bohr. This grid Hamiltonian is the all-electron reference; the grid error relative to the continuous chain is not part of the comparison. (Refining the step to 0.0125 bohr raises the transmissions below by up to 0.005 and the lowest level by about 0.003 hartree; the conductance quoted at the end stays at 74.5 microsiemens.) In a finite piece of the chain its lowest level lies at −2.09 hartree, well below the positive energies used for transport.

The reference transmission needs no Green function. At grid point j the equation (H − e)ψ = 0 reads

−(ψ_(j+1) − 2ψ_j + ψ_(j−1))/(2h²) + (v_j − e)ψ_j = 0,

and solving for the next value gives

ψ_(j+1) = [2 + 2h²(v_j − e)]ψ_j − ψ_(j−1).

Repeated over one lead cell, this recursion is a 2 × 2 matrix whose eigenvectors y₊ and y₋ are the right- and left-moving Bloch waves. Since e − H has the element 1/(2h²) between neighbouring points, the flux is Im(ψ_j*ψ_(j+1))/h² when the norm is the plain sum of |ψ_j|². Scale both waves to flux of magnitude 1. If M is the recursion matrix across the defect region, matching requires

t y₊ = M(y₊ + r y₋), τ = |t|².

These are two equations for r and t. The condition |r|² + |t|² = 1 was tested at each energy used.

The PAW map has one even and one odd partial wave per atom, computed at 0.5 hartree in the well of that atom. Inside a sphere of radius 1.6 bohr their smooth counterparts are polynomials with powers 0, 2, 4 or 1, 3, 5, matched to the partial wave at three neighbouring points from the sphere edge outward. Each projector is its smooth wave times 1 − (x/1.6 bohr)², scaled to give ⟨p_i|φ~_i⟩ = 1; parity makes the cross terms vanish. The smallest singular value of T is 0.43, so the map is safely invertible.

First place both cuts through centres of lead-atom spheres. The overlap block between lead and centre then has Frobenius norm 0.83. The transmissions are as follows; "moved" means that the zero of energy is changed by v = 5 hartree.

At e = 0.25 hartree:
- all-electron: 0.7081
- couplings eS − H~: 0.7081, moved 0.7081
- couplings from H~ alone: 0.941, moved 0.877

At e = 1.00 hartree:
- all-electron: 0.9612
- couplings eS − H~: 0.9612, moved 0.9612
- couplings from H~ alone: 0.99994, moved 0.085

At e = 1.30 hartree:
- all-electron: 0.9690
- couplings eS − H~: 0.9690, moved 0.9690
- couplings from H~ alone: 0.319, moved 0.291

Over all correct calculations, the largest absolute deviation from the all-electron transmission is 2.1 × 10⁻⁶. They use a finite imaginary energy of 10⁻⁷ hartree in place of i0, which acts as a weak absorption. This is the source of the deviation: at 0.25 hartree it is 2.1 × 10⁻⁵, 2.1 × 10⁻⁶ and 2.1 × 10⁻⁷ for imaginary energies of 10⁻⁶, 10⁻⁷ and 10⁻⁸ hartree, and it falls to rounding level when outgoing waves are imposed at real energy. The H~-only values differ from the reference by as much as 0.9612 − 0.0850 = 0.876. At 1.00 hartree and with the original zero, the wrong coupling gives almost perfect transmission: a value close to 1 is no evidence that the contacts are right.

Next move both cuts to positions between spheres. T is the identity there, so S_CX = 0. Both couplings now reproduce the all-electron values within the tested tolerance of 10⁻⁵. This is the limit in which the distinction disappears, and it confirms that the error came from overlap across the cut.

The flux of a single scattering state shows the same thing without any self-energy. At e = 1.00 hartree, for unit incident flux, the expression with eS − H~ gives 0.9612 at a cut between spheres, at the centre of a lead sphere and at the centre of the defect sphere. H~ alone gives 0.961, 0.279 and 0.674. At the lead sphere the missing overlap term is therefore

2e Im(ψ~_l†S_lr ψ~_r) = 0.961 − 0.279 = 0.682.

A shift of the energy zero by v multiplies this term by (e + v)/e. With e = 1.00 hartree, the H~-only flux at this cut would be 0.961 − 0.682(1 + v), with v in hartree. It passes through zero near v = 0.41, although the electron still crosses the cut with flux 0.961.

For a spin-degenerate conductor at zero temperature and small bias, the Landauer conductance is (2q²/h_P)τ at the Fermi energy, where q is the elementary charge and h_P is Planck's constant. If the Fermi energy were 1.00 hartree (27.2 eV), this chain would have a conductance of 74.5 microsiemens.

Numbers as computed

```
grid step 0.1 bohr, atom spacing 4.0 bohr, sphere radius 1.6 bohr
well depths: lead 4.0, defect 2.5 hartree; width 0.4 bohr
partial-wave energy 0.5 hartree; eta 1e-07 hartree
lowest all-electron level of finite chain -2.0877 hartree
smallest singular value of PAW map 0.4302
norm of S coupling: cut through sphere 0.8267, between 0.0e+00
e = 0.25 hartree: transmission all-electron 0.708118
  PAW, e S - Ht couplings: 0.708116; energy zero moved: 0.708116
  PAW, Ht-only couplings:  0.941355; energy zero moved: 0.877112
  cut between spheres: e S - Ht 0.708116; Ht-only 0.708116
e = 1.00 hartree: transmission all-electron 0.961228
  PAW, e S - Ht couplings: 0.961227; energy zero moved: 0.961227
  PAW, Ht-only couplings:  0.999942; energy zero moved: 0.085022
  cut between spheres: e S - Ht 0.961227; Ht-only 0.961227
e = 1.30 hartree: transmission all-electron 0.968957
  PAW, e S - Ht couplings: 0.968956; energy zero moved: 0.968956
  PAW, Ht-only couplings:  0.318720; energy zero moved: 0.291266
  cut between spheres: e S - Ht 0.968956; Ht-only 0.968956
energy-zero shift used 5.0 hartree
largest error of correct couplings 2.1e-06
largest error of Ht-only couplings 0.8762
flux at e = 1.00 hartree for unit incident flux (all-electron 0.961228):
  between spheres: from e S - Ht 0.961228, from Ht alone 0.961228
  lead sphere centre: from e S - Ht 0.961228, from Ht alone 0.279390
  defect sphere centre: from e S - Ht 0.961228, from Ht alone 0.673765
conductance 2e^2/h times transmission at this e: 74.477 microsiemens
two-channel lead, e = 0.05 hartree: mode matching 1.612481, trace 1.612480
wire: h0 -0.2, h1 -0.1 hartree, s1 0.2, theta 1.0472 rad
wire: e -0.2500, K1 0.0500, de/dtheta 0.072169, K flux 0.072169 hartree
  zero moved +0.00 hartree: lambda 4.000, correct 1.00000, H-only 0.84210, closed form 0.84211
  zero moved +0.25 hartree: lambda 1.000, correct 1.00000, H-only 1.00000, closed form 1.00000
  zero moved +0.50 hartree: lambda 0.000, correct 1.00000, H-only 0.00000, closed form 0.00000
  zero moved -0.50 hartree: lambda 16.000, correct 1.00000, H-only 0.77341, closed form 0.77341
```
